# Two Bloch-sum phase conventions: equal eigenvalues, different Berry connections

A tight-binding Hamiltonian can be written in reciprocal space with Bloch sums that carry the phase $e^{i\mathbf k\cdot\mathbf R}$ of the unit cell, or with sums that carry the phase $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}$ of the orbital itself. Call these conventions I and II. The two matrices are related by

$$
H^{\rm II}(\mathbf k)=U^\dagger(\mathbf k)\,H^{\rm I}(\mathbf k)\,U(\mathbf k),\qquad U(\mathbf k)=\mathrm{diag}\big(e^{i\mathbf k\cdot\boldsymbol\tau_j}\big),
$$

so they have the same eigenvalues at every $\mathbf k$. The first is periodic in the reciprocal lattice; the second in general is not. The Berry connections $\mathbf A=iC^\dagger\nabla_{\mathbf k}C$, computed naively from the eigenvectors $C$ of an isolated band, differ by the orbital position weighted with the orbital populations:

$$
\mathbf A^{\rm II}=\mathbf A^{\rm I}+\sum_j\boldsymbol\tau_j|C_j|^2 .
$$

This relation holds when the phases of the two eigenvectors are linked by $C^{\rm II}=U^\dagger C^{\rm I}$.

Let $|\mathbf Rj\rangle$ be orbital $j$ in the cell at lattice vector $\mathbf R$, centred at $\mathbf R+\boldsymbol\tau_j$. The orbitals are taken to be orthonormal, and the crystal has $N$ cells with periodic boundary conditions. Translation symmetry means that a matrix element of $H$ depends only on the difference of the two cells, so all of them are contained in

$$
H_{ij}(\mathbf R)=\langle \mathbf 0i|H|\mathbf Rj\rangle .
$$

The two sets of Bloch sums are

$$
|\chi^{\rm I}_{\mathbf kj}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf Rj\rangle,\qquad
|\chi^{\rm II}_{\mathbf kj}\rangle=e^{i\mathbf k\cdot\boldsymbol\tau_j}|\chi^{\rm I}_{\mathbf kj}\rangle .
$$

In convention I the matrix element is

$$
H^{\rm I}_{ij}(\mathbf k)=\frac1N\sum_{\mathbf R'\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\mathbf R'i|H|\mathbf Rj\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H_{ij}(\mathbf R).
$$

For each $\mathbf R'$ the sum over $\mathbf R$ has the same value, which cancels the factor $1/N$. In convention II the ket contributes an extra $e^{i\mathbf k\cdot\boldsymbol\tau_j}$ and the bra an extra $e^{-i\mathbf k\cdot\boldsymbol\tau_i}$:

$$
H^{\rm II}_{ij}(\mathbf k)=e^{-i\mathbf k\cdot\boldsymbol\tau_i}H^{\rm I}_{ij}(\mathbf k)e^{i\mathbf k\cdot\boldsymbol\tau_j}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i)}H_{ij}(\mathbf R).
$$

The middle expression is the element $ij$ of $U^\dagger H^{\rm I}U$. Now let $H^{\rm I}C^{\rm I}=EC^{\rm I}$. Because $UU^\dagger=1$,

$$
H^{\rm II}\,(U^\dagger C^{\rm I})=U^\dagger H^{\rm I}UU^\dagger C^{\rm I}=E\,(U^\dagger C^{\rm I}),
$$

so $U^\dagger C^{\rm I}$ is an eigenvector of $H^{\rm II}$ with the same energy. In components, $C^{\rm II}_j=e^{-i\mathbf k\cdot\boldsymbol\tau_j}C^{\rm I}_j$. The populations $|C_j|^2$ are therefore the same, and no label is needed on them. The physical state is the same too: the phase removed from the coefficient is the phase added to the Bloch sum.

For a reciprocal lattice vector $\mathbf G$, $e^{i\mathbf G\cdot\mathbf R}=1$ for every $\mathbf R$, and hence $H^{\rm I}(\mathbf k+\mathbf G)=H^{\rm I}(\mathbf k)$. In convention II the phases of the orbital positions survive:

$$
H^{\rm II}_{ij}(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j)}H^{\rm II}_{ij}(\mathbf k),
$$

or $H^{\rm II}(\mathbf k+\mathbf G)=U^\dagger(\mathbf G)H^{\rm II}(\mathbf k)U(\mathbf G)$. The eigenvalues are periodic, although the matrix need not be. The matrix is periodic as well if the prefactor equals one for every $\mathbf G$ and every coupled pair, that is, every pair whose $H_{ij}(\mathbf R)$ do not all vanish. This requires $\boldsymbol\tau_i-\boldsymbol\tau_j$ to be a lattice vector for each such pair. A cell with a single atom that carries several orbitals is an example.

For the connections, consider a band separated from its neighbours, with normalized eigenvectors that are differentiable in $\mathbf k$. Differentiating $C^{\rm I}_j=e^{i\mathbf k\cdot\boldsymbol\tau_j}C^{\rm II}_j$ gives

$$
\nabla_{\mathbf k}C^{\rm I}_j=e^{i\mathbf k\cdot\boldsymbol\tau_j}\big(\nabla_{\mathbf k}C^{\rm II}_j+i\boldsymbol\tau_jC^{\rm II}_j\big).
$$

Multiply by $iC^{{\rm I}*}_j=ie^{-i\mathbf k\cdot\boldsymbol\tau_j}C^{{\rm II}*}_j$ and sum over $j$. The exponentials cancel, and $i\cdot i=-1$ supplies the sign:

$$
\mathbf A^{\rm I}=i\sum_jC^{{\rm II}*}_j\nabla_{\mathbf k}C^{\rm II}_j-\sum_j\boldsymbol\tau_j|C_j|^2=\mathbf A^{\rm II}-\sum_j\boldsymbol\tau_j|C_j|^2 .
$$

Since $\mathbf k$ is an inverse length, each connection is a length.

The linking of phases matters because an eigenvector may be multiplied by any phase. If $C'=e^{i\varphi(\mathbf k)}C$, then

$$
\mathbf A'=i\,C^\dagger e^{-i\varphi}\big(e^{i\varphi}\nabla_{\mathbf k}C+i(\nabla_{\mathbf k}\varphi)e^{i\varphi}C\big)=\mathbf A-\nabla_{\mathbf k}\varphi .
$$

If the phases in the two conventions are chosen independently, a gradient is added to the difference of the connections. Where bands touch, a single eigenvector need not be differentiable. For a group of bands one uses the matrix $\mathbf A_{mn}=iC_m^\dagger\nabla_{\mathbf k}C_n$ instead, and the same product rule gives $\mathbf A^{\rm II}_{mn}=\mathbf A^{\rm I}_{mn}+\sum_j\boldsymbol\tau_jC^*_{mj}C_{nj}$.

Which of the two is the Berry connection of the electron? That connection is defined with the cell-periodic function $u_{\mathbf k}(\mathbf r)=e^{-i\mathbf k\cdot\mathbf r}\psi_{\mathbf k}(\mathbf r)$, here normalized to one in a unit cell. With $\phi_j$ the orbital shape about its centre,

$$
u_{\mathbf k}(\mathbf r)=\sum_{\mathbf Rj}C^{\rm II}_j\,e^{-i\mathbf k\cdot(\mathbf r-\mathbf R-\boldsymbol\tau_j)}\,\phi_j(\mathbf r-\mathbf R-\boldsymbol\tau_j).
$$

The derivative acts on the coefficient and on the exponential, and the latter brings down $-i(\mathbf r-\mathbf R-\boldsymbol\tau_j)$. In the integral over one cell, the double sum over cells can be exchanged for an integral over all space with the left orbital held in cell $\mathbf 0$. The result is

$$
i\langle u_{\mathbf k}|\nabla_{\mathbf k}u_{\mathbf k}\rangle=\mathbf A^{\rm II}+\sum_{\mathbf Rij}C^{{\rm II}*}_iC^{\rm II}_j\,e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i)}\langle\mathbf 0i|(\mathbf r-\mathbf R-\boldsymbol\tau_j)|\mathbf Rj\rangle .
$$

The usual tight-binding assumption is that the position operator is diagonal in the orbitals, with the value $\mathbf R+\boldsymbol\tau_j$ in $|\mathbf Rj\rangle$. Every matrix element in the last sum then vanishes, and $\mathbf A^{\rm II}$ is the Berry connection of the electron. If the orbitals have dipole elements between them, as an s and a p orbital on one atom do, the last sum must be kept.

The connection $\mathbf A^{\rm I}$ lacks this meaning because it depends on bookkeeping. Assign orbital $B$ to another home cell, so that its position label changes from $\boldsymbol\tau_B$ to $\boldsymbol\tau_B+\mathbf S$, with $\mathbf S$ a lattice vector. Nothing in the crystal has moved. The orbital formerly labelled by cell $\mathbf R+\mathbf S$ is now labelled by $\mathbf R$, so its Bloch sum in convention I acquires the factor $e^{-i\mathbf k\cdot\mathbf S}$ and its coefficient the factor $e^{i\mathbf k\cdot\mathbf S}$. Hence $\mathbf A^{\rm I}$ changes by $-\mathbf S|C_B|^2$. The weighted position changes by $+\mathbf S|C_B|^2$, and $\mathbf A^{\rm II}$ stays as it was. A shift of the coordinate origin that adds $\mathbf s$ to all $\boldsymbol\tau_j$ does the reverse: it leaves $\mathbf A^{\rm I}$ alone and adds $\mathbf s$ to $\mathbf A^{\rm II}$, because $\sum_j|C_j|^2=1$. A quantity that measures position should respond in this way.

A chain with two orbitals per cell shows the sizes involved. Take the round model parameters $a=5$ Å for the lattice constant, $\tau_A=0.5$ Å and $\tau_B=2.5$ Å, on-site energies $+\Delta$ and $-\Delta$ with $\Delta=2$ eV, and hoppings $H_{AB}(0)=t_1=-2$ eV and $H_{AB}(-a)=t_2=-1$ eV. Then

$$
H^{\rm I}=\begin{pmatrix}\Delta&f\\f^*&-\Delta\end{pmatrix},\qquad f(k)=t_1+t_2e^{-ika},\qquad E=\pm\sqrt{\Delta^2+|f|^2}.
$$

At $ka=\pi/2$ one has $e^{-ika}=-i$, so $f=-2+i$ eV, $|f|^2=5$ eV² and $E=\pm3$ eV. In convention II the off-diagonal element is $e^{ik(\tau_B-\tau_A)}f=e^{i\pi/5}f=-2.206-0.367i$ eV. Its modulus is the same, and so are the energies. When $k$ increases by $G=2\pi/a$, this element is multiplied by $e^{iG(\tau_B-\tau_A)}=e^{4\pi i/5}$. Its modulus stays the same, but the difference between its new and old values has the modulus $2\sin(2\pi/5)\,|f|=4.253$ eV, while $H^{\rm I}$ returns to itself.

For the lower band, the first row of the eigenvalue equation gives $C_B=-(\Delta-E)C_A/f$. At the chosen $k$ this means $|C_B|^2/|C_A|^2=25/5=5$, so the populations are $|C_A|^2=1/6$ and $|C_B|^2=5/6$. Choose $C^{\rm I}_A$ real and positive. Since $\Delta-E>0$, the phase of $C^{\rm I}_B$ is $\pi-\arg f$. The derivatives of the moduli contribute $i\sum_j|C_j|\,d|C_j|/dk$, which vanishes by normalization. The phase of $C^{\rm I}_B$ gives the rest:

$$
A^{\rm I}=-|C_B|^2\frac{d(\pi-\arg f)}{dk}=|C_B|^2\frac{d\arg f}{dk},\qquad \frac{d\arg f}{dk}=\mathrm{Im}\frac{f'}{f}.
$$

Here $f'=-iat_2e^{-ika}=5$ eV Å, so $f'/f=5/(-2+i)=-2-i$ Å. The slope of the phase is $-1$ Å and $A^{\rm I}=-5/6=-0.8333$ Å. The weighted position is

$$
\tau_A|C_A|^2+\tau_B|C_B|^2=\frac{0.5}{6}+\frac{5\times2.5}{6}=2.1667\ \text{Å}=4.0944\ \text{bohr},
$$

and therefore $A^{\rm II}=-0.8333+2.1667=1.3333$ Å, or 2.5196 bohr. The same value follows from the definition in real space. With Gaussian orbitals $\propto e^{-x^2/2\sigma^2}$, $\sigma=0.2$ Å, whose overlaps are negligible here, quadrature over one cell and a central difference in $k$ give $i\langle u_k|\partial_ku_k\rangle=1.3333$ Å.

An unlinked phase choice changes the comparison. If $C^{\rm II}_A$ were also made real and positive, $C^{\rm II}$ would be multiplied by $e^{ik\tau_A}$ and its connection would fall by $\tau_A=0.5$ Å to 0.8333 Å. The difference from $A^{\rm I}$ would then be 1.6667 Å, which is not the weighted position.

Now relabel $B$ so that its home position is $2.5-5=-2.5$ Å. With $S=-a$, $A^{\rm I}$ rises by $5\times5/6$ Å to 3.3333 Å, and the weighted position falls by the same amount to $-2.0000$ Å. Their sum is again 1.3333 Å.

Two limits explain the formula for the chain,

$$
A^{\rm II}=\tau_A|C_A|^2+\Big(\tau_B+\frac{d\arg f}{dk}\Big)|C_B|^2 .
$$

If $t_2=0$, the chain consists of separate pairs within the cells. Then $\arg f$ is constant, $A^{\rm I}=0$, and $A^{\rm II}$ is the mean position of an electron on such a pair. If instead $t_1=0$, each $A$ is paired with the $B$ of the cell to its left. Then $f=t_2e^{-ika}$ and $d\arg f/dk=-a$, so $A^{\rm II}=\tau_A|C_A|^2+(\tau_B-a)|C_B|^2$, the mean position on the pair that crosses the cell boundary. In convention I the phase slope records which cell the partner is in, but not where in the cell the orbitals sit.

With both hoppings present, the average over the zone has this meaning. Keep $C^{\rm I}(k)$ smooth and periodic, and form the Wannier function with amplitudes

$$
w_{Rj}=\frac a{2\pi}\int_0^{2\pi/a}C^{\rm I}_j(k)\,e^{ikR}\,dk .
$$

Multiplication by $R$ can be written as $-i\partial_k$ acting on $e^{ikR}$. Integration by parts moves the derivative to the coefficient with a change of sign, and the boundary term vanishes by periodicity. Thus $Rw_{Rj}$ is the same integral with $C^{\rm I}_j$ replaced by $i\partial_kC^{\rm I}_j$. Parseval's theorem then gives

$$
\sum_{Rj}(R+\tau_j)|w_{Rj}|^2=\frac a{2\pi}\int_0^{2\pi/a}\Big(A^{\rm I}+\sum_j\tau_j|C_j|^2\Big)dk=\frac a{2\pi}\int_0^{2\pi/a}A^{\rm II}\,dk .
$$

The left side is the centre of the Wannier function. For the chain, averages over 201 equally spaced $k$ points, with the connections from central differences, are 0.11249 Å for $A^{\rm I}$ and 2.19445 Å for the weighted position. They add up to the average of $A^{\rm II}$, 2.30694 Å, and the explicit sum over the Wannier amplitudes gives this value too. The centre lies close to $B$ at 2.5 Å, the orbital of lower energy. It is defined up to a multiple of $a$: the periodic phase $e^{-inka}$, with integer $n$, adds $na$ to the connection and moves the Wannier function by $n$ cells.

On a mesh, the zone integral of a connection can be found without derivatives. For a small step, $C^\dagger(k)C(k+\delta k)\approx1-iA\,\delta k$, so minus the argument of the product of overlaps around the zone tends to $\int A\,dk$ modulo $2\pi$. The arbitrary phases of the eigenvectors cancel, provided that the last vector is the correct continuation of the first. In convention I it is $C^{\rm I}(0)$ itself. In convention II it is

$$
C^{\rm II}(G)=U^\dagger(G)C^{\rm I}(G)=U^\dagger(G)C^{\rm I}(0)=U^\dagger(G)C^{\rm II}(0),
$$

since $U(0)=1$. With 2000 points the chain gives 0.1414 rad in convention I and 2.8990 rad in convention II. Multiplied by $a/2\pi$, these are the two averages above. If $U^\dagger(G)$ is left out, the result is $-0.0268$ rad. The last overlap then tends to $\sum_j|C_j(0)|^2e^{iG\tau_j}$ instead of one, and its phase does not vanish as the mesh is refined.

In two dimensions the Berry curvature $\Omega=\partial_{k_x}A_y-\partial_{k_y}A_x$ is free of the phase choice, because the curl of a gradient is zero. It still depends on the convention:

$$
\Omega^{\rm II}-\Omega^{\rm I}=\sum_j\Big(\tau_{jy}\frac{\partial|C_j|^2}{\partial k_x}-\tau_{jx}\frac{\partial|C_j|^2}{\partial k_y}\Big).
$$

If all orbitals share one position, the right side vanishes, because the populations add up to one. In general it is not zero at a given $\mathbf k$, but its integral over the zone is, since each term is the derivative of a periodic function. The Chern number, $1/2\pi$ times the zone integral of $\Omega$, is therefore the same in both conventions.

As an example, take a square lattice with unit lattice constant, diagonal elements $\pm(-1+\cos k_x+\cos k_y)$ and off-diagonal element $H^{\rm I}_{AB}=\sin k_x-i\sin k_y$, in arbitrary energy units, with orbitals at $(0.1,0.2)$ and $(0.4,0.6)$. Minus the argument of the overlap product, taken counterclockwise around a small square centred on $\mathbf k=(0.7,0.4)$ and divided by the area of the square, gives for the lower band $\Omega^{\rm I}=0.465$ and $\Omega^{\rm II}=0.398$. Differences of the populations give $-0.067$ for the right side of the formula, as required. Minus the argument of the same product, summed over the squares of a $16\times16$ mesh of the zone and divided by $2\pi$, yields the Chern number 1 in both conventions. A local quantity such as $\Omega(\mathbf k)$ thus needs the orbital positions, while this integer does not.

Periodicity decides which matrix should be interpolated. Suppose that the chain Hamiltonian is known at $N_k$ points $k_n=nG/N_k$, $n=0,\dots,N_k-1$, with $N_k$ odd. Lattice Fourier interpolation forms

$$
F(R)=\frac1{N_k}\sum_ne^{-ik_nR}H(k_n),\qquad H_{\rm int}(k)=\sum_Re^{ikR}F(R),
$$

with $R$ running over the $N_k$ cells centred on zero. For $H^{\rm I}$ the sum over $n$ gives $F(R)=\sum_mH(R+mN_ka)$, with $m$ over all integers. If the hoppings fit within the $N_k$ cells, only $m=0$ contributes, and the interpolation is exact. This is the case for the chain when $N_k\ge3$, because its hoppings reach the adjacent cell at most.

For $H^{\rm II}$ the interpolant is periodic but the function is not. Between the last sample and $k=G$ the interpolated off-diagonal element must pass from about $e^{4\pi i/5}f(0)$ back to $f(0)=-3$ eV. Halfway, its value is close to the average of the two, with modulus $3\cos(2\pi/5)=0.93$ eV. The lower energy there is about $-\sqrt{4+0.86}=-2.20$ eV instead of $-\sqrt{4+9}=-3.61$ eV, an error of about 1.4 eV. Comparison with the directly diagonalized Hamiltonian at 1001 values of $k$ gives a largest error in the lower band of 1.354 eV for $N_k=9$ and 1.394 eV for $N_k=33$. The finer mesh narrows the interval in which the jump is bridged, but does not lower the jump. For $H^{\rm I}$ the errors are at the level of rounding, about $10^{-14}$ eV.

The two conventions can therefore be used together. Samples in convention II are first turned into $H^{\rm I}=UH^{\rm II}U^\dagger$, from which the lattice Fourier sum yields $H_{ij}(\mathbf R)$, provided that the hoppings fit within the cells of the mesh; otherwise distant hoppings are folded onto near ones and a finer mesh is needed. At any desired $\mathbf k$ these elements are then summed with the phases $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i)}$, and the resulting eigenvectors carry the orbital positions. They give the Berry connection of the electron when the position operator is diagonal in the orbitals. If the orbitals have dipole elements between them, the sum over $\langle\mathbf 0i|(\mathbf r-\mathbf R-\boldsymbol\tau_j)|\mathbf Rj\rangle$ must be added, and these elements are not contained in the Hamiltonian.
